\section*{Inverse effective-mass tensor for the ultrasoft eigenproblem by second-order k.p theory}

\section{The physical question}

A uniform, slowly varying vector potential $\mathbf A(t)$ shifts the crystal momentum of every Bloch electron, $\mathbf k\to\mathbf k+\mathbf A$ (atomic units, electron charge $-1$, the speed of light absorbed into $\mathbf A$). For independent electrons that follow their band adiabatically and do not scatter, the velocity $v_a=\partial_a\varepsilon_n$, with $\partial_a=\partial/\partial k_a$, changes by $\sum_b(\partial_a\partial_b\varepsilon_n)A_b$. The intraband (Drude) current is thus fixed by the inverse effective-mass tensor
\begin{equation}
(1/m^*)_{ab}=\partial_a\partial_b\varepsilon_n(\mathbf k)
\end{equation}
summed over occupied states. With norm-conserving pseudopotentials the bands are eigenvalues of a Hermitian matrix, and second-order $\mathbf k\cdot\mathbf p$ theory gives the curvature from data at one $\mathbf k$. With ultrasoft pseudopotentials they are eigenvalues of a pencil $(H_{\mathbf k},S_{\mathbf k})$ whose overlap matrix depends on $\mathbf k$, so the normalization of the states moves with $\mathbf k$, and the curvature acquires terms in $\partial_aS$.

\section{Setting and statement}

On a set of $N$ reciprocal-lattice vectors $\mathbf G$ that does not change with $\mathbf k$, with $\mathbf K=\mathbf k+\mathbf G$ and $\mathbf K'=\mathbf k+\mathbf G'$,
\begin{align}
H_{GG'}&=\tfrac12K^2\delta_{GG'}+V_{\rm loc}(\mathbf G-\mathbf G')+\sum_{ij}D_{ij}\beta_i(\mathbf K)\beta_j^*(\mathbf K'),\\
S_{GG'}&=\delta_{GG'}+\sum_{ij}q_{ij}\beta_i(\mathbf K)\beta_j^*(\mathbf K'),
\end{align}
where $\beta_i(\mathbf K)=\Omega^{-1/2}\int\beta_i(\mathbf x)e^{-i\mathbf K\cdot\mathbf x}d^3x$ is the transform of a projector and $\Omega$ is the cell volume. The self-consistent potential is held fixed, so $V_{\rm loc}$, the screened $D_{ij}$ and the augmentation charges $q_{ij}$ do not depend on $\mathbf k$. Subscripts on matrices denote derivatives, $H_a=\partial_aH$ and $H_{ab}=\partial_a\partial_bH$. Differentiation under the integral shows that $\partial_a\beta_i$ and $\partial_a\partial_b\beta_i$ are the transforms of $-ix_a\beta_i$ and $-x_ax_b\beta_i$, and the product rule gives
\begin{equation}
(S_a)_{GG'}=\sum_{ij}q_{ij}\big[\partial_a\beta_i(\mathbf K)\,\beta_j^*(\mathbf K')+\beta_i(\mathbf K)\,\partial_a\beta_j^*(\mathbf K')\big],
\end{equation}
with four such terms in $S_{ab}$. The same expressions with $D_{ij}$ for $q_{ij}$, plus the kinetic parts $K_a\delta_{GG'}$ and $\delta_{ab}\delta_{GG'}$, give $H_a$ and $H_{ab}$.

The proofs use three assumptions. (A1) $H$ and $S$ are Hermitian $N\times N$ matrices, smooth in $\mathbf k$. (A2) $S$ is positive definite. (A3) The level $\varepsilon_n$ is nondegenerate at the $\mathbf k$ considered.

By (A2), $Hc_m=\varepsilon_mSc_m$ is equivalent to the Hermitian problem for $S^{-1/2}HS^{-1/2}$ with vectors $S^{1/2}c_m$. There are therefore $N$ solutions with real $\varepsilon_m$, orthonormal and complete in the sense
\begin{equation}
c_m^\dagger Sc_n=\delta_{mn},\qquad \sum_mc_mc_m^\dagger S=1 .
\label{ortho}
\end{equation}
By (A1) and (A3), $\varepsilon_n$ is a simple eigenvalue of a smooth Hermitian matrix, so $\varepsilon_n$ and, in a suitable phase choice, $c_n$ are smooth near $\mathbf k$. Write $X_{mn}=c_m^\dagger Xc_n$ and, for fixed $n$,
\begin{equation}
V^a=H_a-\varepsilon_nS_a,\qquad s^a_{mn}=(S_a)_{mn},\qquad s_a=s^a_{nn}.
\end{equation}
Both $V^a$ and $S_a$ are Hermitian, so their diagonal elements are real.

\paragraph{Theorem.} Under (A1)--(A3), $v_a=V^a_{nn}$ and
\begin{equation}
\partial_a\partial_b\varepsilon_n=(H_{ab}-\varepsilon_nS_{ab})_{nn}
+2\,\mathrm{Re}\sum_{m\ne n}\frac{V^a_{nm}V^b_{mn}}{\varepsilon_n-\varepsilon_m}-(v_as_b+v_bs_a),
\label{main}
\end{equation}
where the sum runs over all other states of the basis.

\section{Proof}

\paragraph{Lemma 1 (first-order equation).} The derivative of the state obeys
\begin{equation}
(H-\varepsilon_nS)\,\partial_bc_n=-(V^b-v_bS)\,c_n,
\label{stern}
\end{equation}
with $v_b=V^b_{nn}$ and $c_m^\dagger S\,\partial_bc_n=V^b_{mn}/(\varepsilon_n-\varepsilon_m)$ for $m\ne n$.

\emph{Proof.} Differentiating $(H-\varepsilon_nS)c_n=0$ gives $(H_b-v_bS-\varepsilon_nS_b)c_n+(H-\varepsilon_nS)\partial_bc_n=0$, which is (\ref{stern}). The adjoint eigenvalue equation is $c_m^\dagger H=\varepsilon_mc_m^\dagger S$, so multiplying (\ref{stern}) by $c_m^\dagger$ and using (\ref{ortho}) yields
\begin{equation}
(\varepsilon_m-\varepsilon_n)\,c_m^\dagger S\,\partial_bc_n=-V^b_{mn}+v_b\delta_{mn}.
\end{equation}
For $m=n$ the left side vanishes and $v_b=V^b_{nn}$. For $m\ne n$, (A3) allows division by $\varepsilon_m-\varepsilon_n$. $\square$

\paragraph{Lemma 2 (moving normalization).} $c_n^\dagger S\,\partial_bc_n=-\tfrac12s_b+i\gamma_b$ with real $\gamma_b$.

\emph{Proof.} Differentiating $c_n^\dagger Sc_n=1$ gives $(\partial_bc_n)^\dagger Sc_n+s_b+c_n^\dagger S\partial_bc_n=0$. The first and third terms are complex conjugates, so their sum is twice the real part of the third. The imaginary part $\gamma_b$ shifts by $\partial_b\theta$ under $c_n\to e^{i\theta(\mathbf k)}c_n$ and is a phase convention. $\square$

\paragraph{Proof of the theorem.} Lemma 1 holds in a neighbourhood of $\mathbf k$, so $v_a=c_n^\dagger(H_a-\varepsilon_nS_a)c_n$ may be differentiated. The derivative acts on the matrices, on the factor $\varepsilon_n$, and on the two vectors, whose contributions are complex conjugates because $V^a$ is Hermitian:
\begin{equation}
\partial_bv_a=(H_{ab}-\varepsilon_nS_{ab})_{nn}-v_bs_a+2\,\mathrm{Re}\,c_n^\dagger V^a\partial_bc_n .
\label{mid}
\end{equation}
Inserting the completeness relation (\ref{ortho}) in front of $\partial_bc_n$ and using both lemmas,
\begin{equation}
c_n^\dagger V^a\partial_bc_n=\sum_mV^a_{nm}\,c_m^\dagger S\,\partial_bc_n
=\sum_{m\ne n}\frac{V^a_{nm}V^b_{mn}}{\varepsilon_n-\varepsilon_m}+v_a\big(-\tfrac12s_b+i\gamma_b\big).
\end{equation}
Since $v_a$ is real, twice the real part of the last term is $-v_as_b$, and $\gamma_b$ drops out. Adding $-v_bs_a$ from (\ref{mid}) gives (\ref{main}). $\square$

The two halves of the last term have different origins: $-v_bs_a$ comes from the eigenvalue inside $V^a$, and $-v_as_b$ from the normalization.

\paragraph{Remark 1 (limits).} For $q_{ij}=0$, $S_a$ and $S_{ab}$ vanish and (\ref{main}) reduces to the norm-conserving formula
\begin{equation}
M^{\rm NC}_{ab}=(H_{ab})_{nn}+2\,\mathrm{Re}\sum_{m\neq n}\frac{(H_a)_{nm}(H_b)_{mn}}{\varepsilon_n-\varepsilon_m}.
\label{nc}
\end{equation}
For $q_{ij}\ne0$ the kinetic part of $(H_{ab})_{nn}$ is $\delta_{ab}\,c_n^\dagger c_n$ and not $\delta_{ab}$, because the normalized quantity is $c_n^\dagger Sc_n$. For $N=1$ the sum is empty, $c=S^{-1/2}$ and $H=\varepsilon S$. Two derivatives of this product give $H_{ab}=S\,\partial_a\partial_b\varepsilon+v_aS_b+v_bS_a+\varepsilon S_{ab}$, and division by $S$ reproduces (\ref{main}) with $s_a=S_a/S$: the velocity term is the cross term of the product rule.

\paragraph{Remark 2 (form without a sum over states).} The right side of (\ref{stern}) is annihilated by $c_n^\dagger$, so the Sternheimer equation $(H-\varepsilon_nS)x_b=-(V^b-v_bS)c_n$ is solvable, and by (A3) its solutions differ by multiples of $c_n$. The condition $c_n^\dagger Sx_b=-\tfrac12s_b$ selects $x_b=\partial_bc_n$ in the phase convention $\gamma_b=0$, and (\ref{mid}) then gives the tensor. The condition $c_n^\dagger Sx_b=0$ would lose the half $-v_as_b$.

\section{Consequences}

\paragraph{Corollary 1 (Hermitian form).} The element $V^a_{mn}$ contains $\varepsilon_n$ alone, so it is tied to the band $n$. Let $\Delta_m=\varepsilon_n-\varepsilon_m$ and $\pi^a_{mn}=(H_a)_{mn}-\tfrac12(\varepsilon_m+\varepsilon_n)s^a_{mn}$, a matrix that is Hermitian in the band indices. Then
\begin{align}
\partial_a\partial_b\varepsilon_n={}&(H_{ab}-\varepsilon_nS_{ab})_{nn}+2\,\mathrm{Re}\sum_{m\ne n}\frac{\pi^a_{nm}\pi^b_{mn}}{\Delta_m}\nonumber\\
&-\mathrm{Re}\sum_{m}\big(\pi^a_{nm}s^b_{mn}+s^a_{nm}\pi^b_{mn}\big)+\tfrac12\mathrm{Re}\sum_m\Delta_m\,s^a_{nm}s^b_{mn}.
\label{herm}
\end{align}
\emph{Proof.} Subtracting the definitions, $V^a_{mn}=\pi^a_{mn}-\tfrac12\Delta_ms^a_{mn}$, and conjugation gives $V^a_{nm}=\pi^a_{nm}-\tfrac12\Delta_ms^a_{nm}$. Hence
\begin{equation}
\frac{2V^a_{nm}V^b_{mn}}{\Delta_m}=\frac{2\pi^a_{nm}\pi^b_{mn}}{\Delta_m}-\pi^a_{nm}s^b_{mn}-s^a_{nm}\pi^b_{mn}+\tfrac12\Delta_ms^a_{nm}s^b_{mn}.
\end{equation}
Because $\pi^a_{nn}=v_a$, the last term of (\ref{main}) is the $m=n$ member of the $\pi s$ sum, and the $m=n$ member of the $ss$ sum is zero. $\square$

In this form the velocity-times-$\partial S$ terms are a full sum over states without energy denominators.

\paragraph{Corollary 2 (energy origin).} Under $H\to H+\eta S$ with constant $\eta$, each of the three terms of (\ref{main}) is unchanged, whereas (\ref{nc}), evaluated with the vectors $c_m$, becomes a quadratic polynomial in $\eta$.

\emph{Proof.} The vectors are unchanged and $\varepsilon_m\to\varepsilon_m+\eta$, so $\eta$ cancels in $H_{ab}-\varepsilon_nS_{ab}$, in $V^a$ and in the denominators. In (\ref{nc}), $H_{ab}\to H_{ab}+\eta S_{ab}$ and $H_a\to H_a+\eta S_a$ with nothing to cancel them. $\square$

For $\eta=-\varepsilon_n$ the shifted $H_a$ is $V^a$ and (\ref{nc}) equals the first two terms of (\ref{main}). Placing the energy origin at the level thus repairs the norm-conserving formula up to the velocity term, and repairs it fully where $v_a=0$.

\paragraph{Corollary 3 (where the velocity term acts).} The term $-(v_as_b+v_bs_a)$ vanishes at a stationary point of the band. If there is no spin-orbit coupling, $V_{\rm loc}(\mathbf x)$, $\beta_i(\mathbf x)$, $D_{ij}$ and $q_{ij}$ are real and the set of $\mathbf G$ is symmetric under $\mathbf G\to-\mathbf G$, then $v_a$ and $s_a$ are odd in $\mathbf k$ and their product is even.

\emph{Proof.} The first claim is $v_a=0$. For the second, real functions obey $\beta_i(-\mathbf K)=\beta_i(\mathbf K)^*$, and likewise for $V_{\rm loc}$. With $J$ the permutation $\mathbf G\to-\mathbf G$, for which $J^2=1$ and $J^\dagger=J$, this gives $S(-\mathbf k)=JS(\mathbf k)^*J$, the same for $H$, and $c_n(-\mathbf k)=Jc_n(\mathbf k)^*$ up to a phase, with equal energies. Differentiating, $S_a|_{-\mathbf k}=-JS_a|_{\mathbf k}^*J$, so $s_a(-\mathbf k)=-(c_n^\dagger S_ac_n)^*=-s_a(\mathbf k)$. The energy is even, so $v_a$ is odd. $\square$

For a nondegenerate level the velocity term therefore does not enter a band-edge mass, and at $\Gamma$ both factors vanish. At a degenerate level time reversal does not force this: for $H=\lambda L+\tfrac12\lambda^2$ and $S=1+\sigma\lambda L$, with $L$ an imaginary Hermitian matrix of eigenvalues $0,\pm1$, one branch is $(\lambda+\tfrac12\lambda^2)/(1+\sigma\lambda)$, with $v=1$, $s=\sigma$ and curvature $1-2\sigma$. The terms $-\varepsilon_nS_{ab}$ and $-\varepsilon_nS_a$ have no such factor and remain. Away from stationary points the contributions of $\mathbf k$ and $-\mathbf k$ add. Along a line from $\Gamma$,
\begin{equation}
\int_0^{k_F}\partial_x^2\varepsilon_n\,dk_x=v_x(k_F),
\label{line}
\end{equation}
the one-dimensional form of the equality between the Drude weight as occupied curvature and as Fermi velocity. Omitting the velocity term adds $2\int_0^{k_F}v_xs_x\,dk_x$ to the left side.

\paragraph{Proposition 1 (relation to optical matrix elements).} Let $H=T^\dagger hT$ and $S=T^\dagger T$, with $T(\mathbf k)$ smooth and invertible and $h=\tfrac12K^2+V_{\rm loc}$ local. Let $p^a_{mn}=(T^\dagger h_aT)_{mn}$ and $A^a=T^\dagger T_a$. Then
\begin{align}
\partial_a\partial_b\varepsilon_n&=\delta_{ab}+2\,\mathrm{Re}\sum_{m\ne n}\frac{p^a_{nm}p^b_{mn}}{\Delta_m},\label{fsum}\\
V^a_{mn}&=p^a_{mn}-\Delta_mA^a_{mn},\qquad \pi^a_{mn}=p^a_{mn}-\tfrac12\Delta_m(A^a-A^{a\dagger})_{mn}.\label{opt}
\end{align}
\emph{Proof.} From $T^\dagger(h-\varepsilon_m)Tc_m=0$ and invertibility, $\psi_m=Tc_m$ is an eigenvector of $h$ with the same energy, and $\psi_m^\dagger\psi_n=\delta_{mn}$. The theorem applied to $(h,1)$, with $h_{ab}=\delta_{ab}$ and $p^a_{mn}=\psi_m^\dagger h_a\psi_n$, gives the f-sum rule (\ref{fsum}). For any constant $\varepsilon$ the product rule gives $H_a-\varepsilon S_a=T_a^\dagger(h-\varepsilon)T+T^\dagger h_aT+T^\dagger(h-\varepsilon)T_a$. Letting $h$ act on $\psi_n$ in the first term and on $\psi_m^\dagger$ in the third,
\begin{equation}
(H_a-\varepsilon S_a)_{mn}=p^a_{mn}+(\varepsilon_n-\varepsilon)(A^{a\dagger})_{mn}+(\varepsilon_m-\varepsilon)A^a_{mn}.
\end{equation}
The choices $\varepsilon=\varepsilon_n$ and $\varepsilon=\tfrac12(\varepsilon_m+\varepsilon_n)$ give (\ref{opt}). $\square$

The momentum matrix element of the local Hamiltonian, which fixes its dipole transition strengths in velocity form, is $p^a_{mn}$. On the diagonal $p$, $\pi$ and $V$ coincide. Off the diagonal $\pi$ differs from $p$ by $-\Delta_m$ times the anti-Hermitian part $\tfrac12(A^a-A^{a\dagger})$, while $S_a=A^a+A^{a\dagger}$ fixes only the Hermitian part. Unless $A^a_{mn}=0$, as for a $\mathbf k$-independent $T$, the separate terms of the interband sum in (\ref{main}) are in general not oscillator strengths, and the split of (\ref{main}) into three terms depends on $T$, although the total does not. An actual ultrasoft construction reproduces all-electron states approximately and leaves out the core states, whereas an invertible $T$ keeps every state of $h$ and (\ref{fsum}) needs all of them. Proposition 1 therefore describes an idealization.

\section{Degenerate levels}

If (A3) fails, a denominator in (\ref{main}) vanishes. Near an avoided crossing (\ref{main}) is still the curvature at the point, but a quadratic expansion loses accuracy once the displacement times $|V_{mn}|$, or times the velocity difference $|v_n-v_m|$, approaches the gap. For two levels with $\Delta=\varepsilon_n-\varepsilon_m$, $S=1$ and $H$ linear in the displacement $\lambda$, the splitting is $[(\Delta+\lambda(v_n-v_m))^2+4\lambda^2|V_{mn}|^2]^{1/2}$, whose branch points, present for $V_{mn}\ne0$, lie at $|\lambda|=|\Delta|/[(v_n-v_m)^2+4|V_{mn}|^2]^{1/2}$.

\paragraph{Proposition 2.} Let $\varepsilon_0$ be a level with eigenspace $P$, the remaining states forming $Q$. Let $\lambda$ be the displacement along a fixed direction, primes derivatives along it, $V=H'-\varepsilon_0S'$ and $s=S'$. The shifts $\delta=\varepsilon-\varepsilon_0$ are, up to $O(\lambda^3)$, the eigenvalues of the matrix on $P$
\begin{equation}
H_{\rm eff}=\lambda V+\lambda^2\big(W-\tfrac12(Vs+sV)\big),\quad
W_{ij}=\tfrac12(H''-\varepsilon_0S'')_{ij}+\sum_{m\in Q}\frac{V_{im}V_{mj}}{\varepsilon_0-\varepsilon_m},
\end{equation}
where the products $Vs$ and $sV$ are formed with the $PP$ blocks.

\emph{Proof.} Write $F=H(\lambda)-(\varepsilon_0+\delta)S(\lambda)$ in the basis $c_m$ of $\lambda=0$. Eigenvalues of a smooth Hermitian matrix are Lipschitz in $\lambda$, so $\delta=O(\lambda)$. Taylor expansion gives
\begin{align}
F_{PP}&=-\delta+\lambda V-\lambda\delta s+\tfrac12\lambda^2(H''-\varepsilon_0S'')+O(\lambda^3),\\
F_{PQ}&=\lambda V_{PQ}+O(\lambda^2),\qquad F_{QQ}=\mathrm{diag}(\varepsilon_m-\varepsilon_0)+O(\lambda).
\end{align}
As $F_{QQ}$ is invertible, the $Q$ components can be eliminated (L\"owdin partitioning): $F$ is singular if and only if $F_{PP}-F_{PQ}F_{QQ}^{-1}F_{QP}=\lambda V+\lambda^2W-\delta(1+\lambda s)+O(\lambda^3)$ is singular. Multiplying on both sides by $(1+\lambda s)^{-1/2}=1-\tfrac12\lambda s+O(\lambda^2)$ turns $\delta(1+\lambda s)$ into $\delta$ and $\lambda V$ into $\lambda V-\tfrac12\lambda^2(sV+Vs)+O(\lambda^3)$. Thus $\delta$ is an eigenvalue of $H_{\rm eff}$ plus a Hermitian remainder of norm $O(\lambda^3)$, which by Weyl's inequality moves eigenvalues by no more than that norm. $\square$

For one-dimensional $P$, $\delta=\lambda v+\lambda^2(W-vs)$ and the curvature is $2W-2vs$, which is (\ref{main}) along the chosen direction. For a threefold level of a random $8\times8$ pencil, halving $\lambda$ reduces the eigenvalue error by 8.00 with the anticommutator and by 4.01 without it, as expected of $O(\lambda^3)$ and $O(\lambda^2)$ errors.

\section{Worked example}

The model has round parameters and represents no material. The cell is orthorhombic, $2.5\times3.0\times3.5$~\AA$^3$, with 163 plane waves fixed by a 200~eV cutoff on $\mathbf G$. Atom A, at the origin, has a Gaussian well of depth $-12$~eV and width 0.7~\AA\ and normalized Gaussian $s$ and $p$ projectors of radius 0.6~\AA, with $D_s=3$~eV, $D_p=-8$~eV, $q_s=0.5$, $q_p=1.5$. Atom B, at fractional position $(0.45,0.60,0.40)$, is a local well of depth $-8$~eV and width 0.6~\AA. A well of width $\sigma$ has the shape $e^{-r^2/2\sigma^2}$, and projectors of radius $r_0$ are proportional to $e^{-r^2/2r_0^2}$ and $x_ae^{-r^2/2r_0^2}$. Curvatures in eV\,\AA$^2$ are divided by $\hbar^2/m_e=7.620$~eV\,\AA$^2$, which gives $m_e/m^*$. Four decimals are kept to let the terms be added; they refer to this finite pencil.

At $\mathbf k=(0.5,0.3,0.2)$~\AA$^{-1}$ band 1 lies at $-1.6347$~eV, with $v=(1.1541,0.7944,0.5192)$~eV\,\AA\ ($v_x$ corresponds to $1.75\times10^5$~m/s) and $s=(0.2365,0.1273,0.0872)$~\AA. The velocity term is
\begin{align}
xx:&\quad -2(1.1541)(0.2365)/7.620=-0.0716,\\
xy:&\quad -[(1.1541)(0.1273)+(0.7944)(0.2365)]/7.620=-0.0439.
\end{align}
Among bands 2 to 5 the largest interband $xx$ term is that of band 4, at 5.9055~eV with $|V^x_{41}|=2.4490$~eV\,\AA:
\begin{equation}
\frac{2(2.4490)^2}{(-1.6347-5.9055)(7.620)}=-0.2088 .
\end{equation}
The lowest ten bands give $-0.4089$ and the full basis $-0.4235$; the missing $0.0146$ is 18.5\% of the final $xx$ component. In the order $(H_{ab})_{nn}$, $-\varepsilon_n(S_{ab})_{nn}$, interband, velocity term,
\begin{align}
xx:&\quad 0.5462+0.0277-0.4235-0.0716=0.0788,\\
xy:&\quad 0.1123-0.0283+0.0518-0.0439=0.0919,
\end{align}
and form (\ref{herm}) gives $0.5739-0.9391+0.6237-0.1797=0.0788$ for $xx$ from quite different pieces. Finite differences of the eigenvalues give 0.0788 and 0.0919; over bands 1 to 3 the largest absolute deviation from (\ref{main}) is $6\times10^{-9}$.

The $xx$ component is a small remainder of larger terms, so omitting the velocity term gives 0.1504, an error of 91\% of the correct value. The principal masses are $29.6$, $4.03$ and $2.50\,m_e$ with the term and $16.8$, $3.96$ and $2.09\,m_e$ without it. The corresponding principal curvatures change by $0.026$, $0.004$ and $0.080$, which add up to the magnitude of the trace of the term, $0.0716+0.0265+0.0119=0.110$. The heaviest mass changes most in relative terms because its curvature, $1/29.6=0.034$, is comparable with its shift. The norm-conserving formula (\ref{nc}) gives $-0.0421$ for $xx$, of the wrong sign, and $0.4529$ after the shift $\eta=5$~eV.

At $\Gamma$, where $\varepsilon_1=-2.1000$~eV and $v$ and $s$ vanish to rounding error, the diagonal of $m_e/m^*$ is $(0.3630,0.2667,0.1449)$ from both (\ref{main}) and finite differences, with $-\varepsilon_n(S_{aa})_{nn}$ contributing about 0.148 to each entry. Formula (\ref{nc}) gives $(0.1285,-0.0476,-0.2609)$ and, with the energy origin of this model, would turn the minimum into a saddle. By Corollary 2 these values, like the separate contribution 0.148, depend on the origin, and (\ref{nc}) is exact at $\Gamma$ for $\eta=-\varepsilon_1$. For (\ref{line}) with $k_F=0.8$~\AA$^{-1}$ both sides equal $0.7850$~eV\,\AA. The velocity term contributes $-0.3055$~eV\,\AA, so its omission gives $0.78496+0.30547=1.0904$~eV\,\AA, too large by 39\% of $v_x(k_F)$.

For Proposition 1, $h$ is the local part of the model and $T=1+0.4\sum_i\chi_i\beta_i^\dagger$, with $\chi_i$ the same Gaussian shapes at radius 0.35~\AA. This is a separate pencil: $T^\dagger T-1$ involves both $\chi_i$ and $\beta_i$ and is not of the form $\sum_{ij}q_{ij}\beta_i\beta_j^\dagger$. At the same $\mathbf k$, (\ref{fsum}) and (\ref{main}) both give 0.9923 for $xx$, although the pencil has a velocity term of $-0.0190$ and $h$ has none. For $m=2$, $n=1$, $|p^z_{21}|=1.0878$, $|\pi^z_{21}|=1.1945$ and $|V^z_{21}|=1.2943$~eV\,\AA. For this element, a transition strength formed with $\pi$ or $V$ in place of $p$ would be too large by a factor $(1.1945/1.0878)^2=1.21$ or $(1.2943/1.0878)^2=1.42$.

The numerical check whose output follows tests the theorem, both lemmas, Remark 2, the corollaries and both propositions against finite differences, quadrature, symbolic differentiation and direct diagonalization.

\section*{Table of computed values}
\begin{verbatim}
hbar^2/m_e = 7.61996 eV A^2
cell = 2.5 3.0 3.5 A, volume = 26.25 A^3, cutoff = 200 eV, plane waves = 163
well A: depth -12.0 eV, sigma 0.7 A, frac pos 0.00 0.00 0.00
well B: depth -8.0 eV, sigma 0.6 A, frac pos 0.45 0.60 0.40
projector radius 0.6 A, D_s 3.0 eV, D_p -8.0 eV, q_s 0.5, q_p 1.5
k0 = 0.5 0.3 0.2 1/A; bands 1-5 = -1.6347 1.9754 3.1111 5.9055 9.1111 eV
largest eigenvalue of S at k0 = 2.5085
band 1 v = 1.15407 0.79436 0.51915 eV A; finite diff = 1.15407 0.79436 0.51915 eV A
band 1 v_x = 1.7533e+05 m/s
band 1 s = 0.23650 0.12727 0.08716 A
|V^x_m1|, m=2..5 = 0.7346 1.6034 2.4490 0.7508 eV A
xx interband, m=2..5 = -0.0392 -0.1422 -0.2088 -0.0138 1/m_e
band 1 at k0, tensors in 1/m_e, order xx yy zz xy xz yz
  <H_ab>: 0.5462 0.4923 0.4793 0.1123 0.0748 0.0457
  -e<S_ab>: 0.0277 0.0407 0.0439 -0.0283 -0.0188 -0.0114
  interband VV: -0.4235 -0.2225 -0.1927 0.0518 0.0486 0.0369
  interband, 10 bands: -0.4089 -0.2120 -0.1814 0.0564 0.0517 0.0416
  -(vs+sv): -0.0716 -0.0265 -0.0119 -0.0439 -0.0293 -0.0178
  total: 0.0788 0.2840 0.3186 0.0919 0.0753 0.0534
  finite diff: 0.0788 0.2840 0.3186 0.0919 0.0753 0.0534
  Sternheimer: 0.0788 0.2840 0.3186 0.0919 0.0753 0.0534
  total without vs: 0.1504 0.3105 0.3305 0.1358 0.1047 0.0711
  pi pi: -0.9391 -0.6235 -0.5678 0.0521 0.0436 0.0338
  pi s, all m: 0.6237 0.5399 0.5251 -0.0160 -0.0040 -0.0027
  s s: -0.1797 -0.1655 -0.1619 -0.0283 -0.0203 -0.0120
  naive NC formula: -0.0421 0.1596 0.1797 0.2118 0.1632 0.1078
  naive, origin +5 eV: 0.4529 0.5468 0.5617 0.0154 0.0147 0.0142
principal masses = 29.6472 4.0279 2.5037 m_e
principal masses without vs = 16.7987 3.9617 2.0855 m_e
band 2 total: 0.1904 -0.0059 -1.0034 0.3953 -0.4607 -0.1276; vs: 0.0336 0.0024 0.0373 0.0097 -0.0403 -0.0096 1/m_e
band 3 total: -0.3263 0.5063 0.2629 -0.7911 -0.0774 0.0541; vs: 0.0066 0.1588 0.0027 0.0503 -0.0055 -0.0214 1/m_e
max |formula - finite diff|, bands 1-3 = 5.7e-09 1/m_e
Gamma: e1 = -2.1000 eV, max|v| = 3e-14 eV A, max|s| = 5e-15 A
  Gamma -e<S_ab>: 0.1480 0.1474 0.1484 -0.0002 0.0003 -0.0012 1/m_e
  Gamma total: 0.3630 0.2667 0.1449 0.0010 -0.0019 0.0100 1/m_e
  Gamma finite diff: 0.3630 0.2667 0.1449 0.0010 -0.0019 0.0100 1/m_e
  Gamma naive: 0.1285 -0.0476 -0.2609 0.0016 -0.0031 0.0167 1/m_e
line to kF = 0.8 1/A: integral 0.78496, v(kF) 0.78496, vs part -0.30547 eV A
vs share of line integral = -38.92 %
T model: chi radius 0.35 A, scale 0.4, e1 = -2.3009 eV
  f-sum of local h: 0.9923 0.9746 0.9501 -0.0006 -0.0005 -0.0022 1/m_e
  pencil total: 0.9923 0.9746 0.9501 -0.0006 -0.0005 -0.0022 1/m_e
  pencil vs term: -0.0190 -0.0055 -0.0020 -0.0102 -0.0063 -0.0033 1/m_e
  |p^z_21| 1.0878, |pi^z_21| 1.1945, |V^z_21| 1.2943 eV A
degenerate test, error ratio on halving step: with anticommutator 8.00, without 4.01
\end{verbatim}
